# When a Fitted Two-State Telegraph Matrix Has No Underlying Rates

A simulated oxide trap is sampled every 10 ms, and 2000 successive transitions are counted. In one such record the probability of finding the trap still empty after one interval is 0.3753, and that of finding it still filled is 0.6015. Dividing the two switching probabilities by the interval gives 62.5 and 39.9 s⁻¹, which look like acceptable capture and emission rates. Yet no pair of constant rates, of whatever size, reproduces this matrix, although the trap that produced the record does have constant rates: 250 and 166.7 s⁻¹.

## The counter-example in full

Let state 0 be the empty trap and state 1 the filled one. Rows of the transition matrix refer to the present sample, columns to the next, taken a time \(\Delta t\) later:

\[
P=\begin{pmatrix}1-a & a\\ b & 1-b\end{pmatrix}.
\]

The diagonal elements \(p_{00}=1-a\) and \(p_{11}=1-b\) are the persistence probabilities. A trap may have switched twice within an interval and still count as persistent.

Suppose that constant rates exist, \(k_c\) for capture (0→1) and \(k_e\) for emission (1→0). The probability \(f(t)\) that the trap is filled obeys

\[
\frac{df}{dt}=k_c(1-f)-k_e f=k_c-Kf,\qquad K=k_c+k_e .
\]

For \(K>0\), write \(\pi_1=k_c/K\) and \(\pi_0=k_e/K\) for the stationary probabilities. Then \(d(f-\pi_1)/dt=-K(f-\pi_1)\), so

\[
f(t)=\pi_1+[f(0)-\pi_1]e^{-Kt}.
\]

Starting empty, \(f(0)=0\), gives \(a\). Starting filled, \(f(0)=1\), gives \(1-b\):

\[
a=\pi_1(1-e^{-K\Delta t}),\qquad 1-b=\pi_1+\pi_0e^{-K\Delta t}.
\]

Subtracting the first from the second and using \(\pi_0+\pi_1=1\), we find

\[
\lambda\equiv 1-a-b=p_{00}+p_{11}-1=e^{-K\Delta t}.
\]

The right side is positive for every finite \(K\). The record has

\[
\lambda=0.3753+0.6015-1=-0.0232 .
\]

No constant rates can therefore reproduce this estimated matrix. The quotients \(a/\Delta t\) and \(b/\Delta t\) gave no warning because they are non-negative for any transition matrix whatever.

The derivation also shows what \(\lambda\) means. It is the difference between the filling probabilities of a trap that started filled and one that started empty, so it measures how much of the initial state is remembered. A negative value says that starting filled makes the trap less likely to be filled at the next sample. A two-state process with rates forgets its start, but does not reverse it.

## The general statement and its proof

**Statement.** A two-state transition matrix can be written \(P=e^{Q\Delta t}\), with

\[
Q=\begin{pmatrix}-k_c&k_c\\k_e&-k_e\end{pmatrix}
\]

and constant, finite, non-negative rates, if and only if \(p_{00}+p_{11}>1\). The rates are then unique.

Necessity was shown above for \(K>0\). For \(K=0\) nothing switches, and \(\lambda=1\).

For sufficiency, let \(a\) and \(b\) be given with \(0<\lambda<1\). Define

\[
k_c=\frac{-\ln\lambda}{\Delta t}\,\frac{a}{a+b},\qquad
k_e=\frac{-\ln\lambda}{\Delta t}\,\frac{b}{a+b}.
\]

Both are finite and non-negative. Their sum is \(K=-\ln\lambda/\Delta t\), and \(\pi_1=a/(a+b)\). The switching probability that they generate is

\[
\pi_1(1-e^{-K\Delta t})=\frac{a}{a+b}(1-\lambda)=a,
\]

because \(1-\lambda=a+b\). The same calculation returns \(b\). If \(\lambda=1\), then \(a=b=0\), and zero rates do the job.

For uniqueness, \(\lambda=e^{-K\Delta t}\) fixes \(K\), and the ratio \(a/b=k_c/k_e\) fixes how \(K\) is divided. At \(\lambda=0\) the sum \(K\) would have to be infinite, so the boundary is excluded.

At a sampling interval of 1 ms the same trap has \(p_{00}=0.7955\) and \(p_{11}=0.8637\), so \(\lambda=0.6592\). Then \(K=-\ln(0.6592)/(1\ \text{ms})=416.7\ \text{s}^{-1}\), and

\[
k_c=416.7\times\frac{0.2045}{0.2045+0.1363}\ \text{s}^{-1}=250\ \text{s}^{-1}.
\]

The quotient \(a/\Delta t\) gives 204.5 s⁻¹ instead. In general,

\[
\frac{a/\Delta t}{k_c}=\frac{\pi_1(1-\lambda)}{\pi_1K\Delta t}=\frac{1-\lambda}{-\ln\lambda},
\]

which is 0.818 here. It tends to one for fast sampling, \(\lambda\to1\), and to zero for slow sampling, \(\lambda\to0\).

**Time-dependent rates do not help.** Let \(D(t)\) be the difference between the filling probabilities for the two starting states, so that \(D(0)=1\) and \(D(\Delta t)=\lambda\). The capture term without \(f\) cancels in the difference, leaving \(dD/dt=-[k_c(t)+k_e(t)]D\). Hence

\[
\lambda=\exp\left[-\int_0^{\Delta t}(k_c+k_e)\,dt\right]>0
\]

whenever the integral is finite. To become negative, \(D\) would have to pass through zero, and this equation does not let it.

**A negative matrix is still a valid discrete chain.** One may toss coins according to it at every sample. What fails is the interpolation between samples. If one two-state matrix \(R\) described each half interval, then \(P=R^2\). Since \(\det P=(1-a)(1-b)-ab=\lambda\), this would require \(\lambda=(\det R)^2\ge0\).

**How far away are the allowed matrices?** Let \(a',b'\) belong to an allowed matrix \(P'\), with \(\lambda'>0\). Each difference occurs twice in the matrix, and \(2(x^2+y^2)\ge(x+y)^2\), so the Frobenius distance obeys

\[
\|P'-P\|^2=2[(a'-a)^2+(b'-b)^2]\ge(\lambda'-\lambda)^2>\lambda^2
\]

for \(\lambda<0\). The bound \(|\lambda|\) is approached by lowering \(a\) and \(b\) equally until \(\lambda'\to0^+\). For \(p_{00}=0.3\), \(p_{11}=0.4\), a numerical search over rates found a closest distance of 0.3000, in agreement with \(|\lambda|=0.30\). For the record above the distance is only 0.0232, which must be compared with its sampling error.

## Why a trap with rates can give a negative fit

The theorem concerns the exact matrix, whereas a record supplies estimates \(\hat a\) and \(\hat b\). Among \(N\) transitions, about \(N\pi_0\) start from state 0, and each is a trial with success probability \(a\). The variance of \(\hat a\) is therefore \(a(1-a)/(N\pi_0)\) to leading order in \(1/N\), and similarly for \(\hat b\).

The two errors are uncorrelated to this order. A single transition starts from one state and so contributes to one error only. For different transitions, the later deviation has zero mean whatever happened before it. Thus

\[
\sigma^2=\operatorname{var}\hat\lambda\simeq\frac1N\left[\frac{a(1-a)}{\pi_0}+\frac{b(1-b)}{\pi_1}\right].
\]

For slow sampling \(a\to\pi_1\) and \(b\to\pi_0\). The bracket becomes \(\pi_1+\pi_0=1\), and \(\sigma\to1/\sqrt N\).

At 10 ms the true value is \(\lambda=e^{-4.167}=0.0155\), while \(\sigma=0.0224\) for \(N=2000\). If the error is taken as normal, the chance of a negative estimate is that of a fluctuation below \(-0.0155/0.0224=-0.69\) standard deviations, or 0.244. In 2000 simulated records, built from exponentially distributed dwell times, the fraction was 0.259. The counting error of that fraction is about \(\sqrt{0.244\times0.756/2000}=0.010\), so the two differ by about 1.5 standard errors. Part of the gap is systematic: \(\hat\lambda\) is biased low by about \(1/N=0.0005\), and its exact distribution, obtained by counting sequences by their runs, gives a fraction of 0.252. The opening record was selected from this negative group. As \(\Delta t\) grows further, the normal estimate tends to one half; with the bias included, the exact fraction for \(N=2000\) tends to 0.510.

Such a record still carries information. Three standard errors above its estimate lies \(-0.0232+3\times0.0224=0.044\). At that level of confidence,

\[
K>\frac{-\ln 0.044}{10\ \text{ms}}\approx 310\ \text{s}^{-1},
\]

which is consistent with the true 417 s⁻¹. The record gives a lower bound on the rate sum, not a value. Because it was picked for its negative estimate, the confidence is somewhat lower than for a record taken at random.

To keep the true \(\lambda\) above \(3\sigma\) at fixed \(N\), one needs approximately \(e^{-K\Delta t}>3/\sqrt N\), or

\[
\Delta t<\frac1K\ln\frac{\sqrt N}{3}=2.40\ \text{ms}\times2.70=6.48\ \text{ms}.
\]

Even at this limit the rate sum is imprecise. To first order, \(\delta K=-\delta\lambda/(\lambda\Delta t)\), so its relative error is \(\sigma/(\lambda K\Delta t)=1/(3\times2.70)\), about 12%. The curvature of the logarithm makes the actual scatter larger, about 15%, and skewed: 95% of the fits lie between 0.82 and 1.39 times the true \(K\). So 12% is only a first estimate.

## Several traps in equilibrium

A two-level signal may hide more than two states. Let \(s=0,1\) be the recorded level, in a stationary process, with \(\pi_0,\pi_1\) now the probabilities of the levels. Stationarity requires \(\pi_0a=\pi_1b\), so \(\pi_0=b/(a+b)\). The covariance of successive samples is

\[
C(\Delta t)=\pi_1(1-b)-\pi_1^2=\pi_1(\pi_0-b)=\pi_0\pi_1\lambda,
\]

where the last step uses \(b=\pi_0(a+b)\). Since \(C(0)=\pi_0\pi_1\), the fitted \(\lambda\) is the autocorrelation at lag \(\Delta t\).

Let the hidden states \(i\) be finite in number and all connected, with stationary probabilities \(\rho_i\) and generator \(W\). Detailed balance, \(\rho_iW_{ij}=\rho_jW_{ji}\), makes \(S_{ij}=\sqrt{\rho_i}\,W_{ij}/\sqrt{\rho_j}\) symmetric. With \(g_i=\sqrt{\rho_i}(s_i-\pi_1)\),

\[
C(t)=\sum_{ij}\rho_i(s_i-\pi_1)(e^{Wt})_{ij}(s_j-\pi_1)=g^{T}e^{St}g .
\]

A symmetric matrix has real eigenvalues, here \(-\mu_j\le0\), and orthonormal eigenvectors \(u_j\). Expanding \(g\) in them and dividing by \(C(0)\) gives

\[
\lambda(t)=\sum_jw_je^{-\mu_jt}>0,\qquad w_j=\frac{(u_j\cdot g)^2}{g\cdot g}\ge0,\qquad\sum_jw_j=1 .
\]

No number of independent traps in equilibrium can therefore make the exact \(\lambda\) negative.

A positive \(\lambda\), on the other hand, does not prove that there are only two states. With \(x_j=e^{-\mu_j\Delta t}\),

\[
\lambda(2\Delta t)-\lambda(\Delta t)^2=\sum_jw_j[x_j-\lambda(\Delta t)]^2\ge0,
\]

whereas a two-state process gives zero. Add to the first trap a second, with capture and emission times of 60 and 40 ms, and record only whether any trap is filled. Then \(\lambda(1\ \text{ms})^2=0.5096\), but \(\lambda(2\ \text{ms})=0.5258\). The fitted rate sum falls from 337 s⁻¹ at 1 ms to 190 s⁻¹ at 10 ms. Each matrix has valid two-state rates, but no single pair serves all intervals.

## Processes whose exact matrix is negative

**A driven cycle.** Let a defect pass through three states in one direction, each step having rate \(k\), and let the first state be read as 0 and the other two as 1. Such one-way circulation violates detailed balance and needs a drive. The eigenvalues of the cyclic generator are \(k(\omega^m-1)\), with \(\omega=e^{2\pi i/3}\) and \(m=0,1,2\). By symmetry each has weight 1/3 in the return probability:

\[
p_{00}=\frac13\sum_{m=0}^{2}e^{kt(\omega^m-1)}=\frac13+\frac23e^{-3kt/2}\cos\frac{\sqrt3kt}{2}.
\]

Since \(p_{00}-\pi_0=\pi_1\lambda\) and \(\pi_1=2/3\),

\[
\lambda=e^{-3kt/2}\cos\frac{\sqrt3kt}{2}.
\]

Setting the derivative to zero gives \(\tan(\sqrt3kt/2)=-\sqrt3\). The first solution, \(kt=4\pi/(3\sqrt3)=2.418\), is the deepest minimum, because later ones are damped more. For a mean step time of 5 ms it lies at 12.09 ms, where \(\lambda=-0.0133\). With \(\sigma\approx1/\sqrt N\), resolving this at three standard errors takes roughly \(9/\lambda^2\approx51\,000\) transitions. The process has perfectly good continuous-time rates, but they connect three states.

**A switched bias.** Let the gate alternate between two levels every 10 ms, with one sample at the end of each interval. At high bias the capture and emission times are 2 and 18 ms, and at low bias they are exchanged. The filled fractions after high and low bias are \(u=0.8969\) and \(v=0.1031\). Each interval separately has \(\lambda_H=\lambda_L=0.00387\).

Now pool all transitions into one matrix. Within one interval the next filling probability is linear in the present state with slope \(\lambda_L\) or \(\lambda_H\), so the probability that both samples are filled is \(uv+\lambda_Lu(1-u)\) or \(uv+\lambda_Hv(1-v)\). Average the two, subtract the squared mean \(m^2\) with \(m=(u+v)/2\), and use \(uv-m^2=-(u-v)^2/4\):

\[
\lambda_{\rm pool}=\frac{\frac12[\lambda_Lu(1-u)+\lambda_Hv(1-v)]-\frac14(u-v)^2}{m(1-m)} .
\]

The numbers give \((0.00036-0.15754)/0.25=-0.629\). The negative sign comes from pooling two different matrices. Sorting the transitions by bias removes it from the exact matrices. Their \(\lambda\) is so small, however, that in a record of 2000 transitions the sampling error is about 0.031, and some 44% of the sorted estimates are still slightly negative.

## The model beside a real transistor

The capture and emission times of 4 and 6 ms are rough values for a slow oxide trap in a small silicon transistor at 300 K; such times vary over many decades between traps. The oxide is 4 nm thick, the trap lies 1 nm deep, and the gate measures 60 nm by 60 nm. Spread the trapped charge \(e\) uniformly over the gate area, at 1 nm from the channel. The threshold step is then \(e/C\) times the fraction 3/4 of the oxide that lies between trap and gate, where \(C\) is the gate capacitance. A relative permittivity of 3.9 gives about 3.9 mV. Real channels conduct unevenly, so actual steps can differ considerably.

With 0.6 mV rms of Gaussian amplifier noise and a threshold midway between the levels, a sample is misread with a probability of about \(6\times10^{-4}\). Independent, symmetric misreads multiply the covariance by a positive factor, so they cannot reverse its sign. At 1 ms they lower \(\lambda\) from 0.6592 to 0.6575 and raise the fitted rate sum by about 0.6%. This, like everything above, assumes instantaneous samples. If each reading averages the signal over the whole interval before the threshold is applied, the fitted rate sum at 1 ms falls by about 5%, and at 10 ms \(\lambda\) rises from 0.0155 to about 0.09; averaging over a tenth of the interval has no noticeable effect.

The model also assumes constant temperature. With a rough activation energy of 0.6 eV for both rates, 1 K of warming raises them by about 8%. At 398 K they are roughly 300 times larger and the relaxation time is about 8 µs, so sampling at 1 ms would no longer determine them. A gate drift of 1 mV shifts the ratio of capture to emission time by about 1%, if only the voltage drop across the oxide is counted. Tunnelling to the gate is weaker than tunnelling to the channel by a factor of about \(10^{-9}\), for a 3.1 eV barrier, an effective mass of half the electron mass, a field of 3 MV/cm that lowers the barrier towards the gate (positive gate bias) and equal prefactors. The opposite field direction gives about \(10^{-13}\). The remaining values are listed in the numerical output.

## Numbers as computed

```
Capture, emission time: 4.0, 6.0 ms
True kc, ke: 250.0, 166.7 1/s
Relaxation time: 2.40 ms; filled fraction 0.60
Fast sampling interval: 1.0 ms
  P00, P11: 0.7955, 0.8637
  a, b, lam: 0.2045, 0.1363, 0.6592
  naive rates: 204.5, 136.3 1/s
  naive/true rate: 0.8178
  simulated, log fit: 250.3, 166.1 1/s
Slow sampling interval: 10.0 ms
  records, transitions each: 2000, 2000
  true lam: 0.0155; predicted sigma: 0.0224
  simulated mean, sigma: 0.0148, 0.0227
  negative fraction, simulated: 0.259
  negative fraction, predicted: 0.244
One negative record: P00 0.3753, P11 0.6015
  lam: -0.0232
  naive rates: 62.5, 39.9 1/s
Longest interval with lam > 3 sigma: 6.48 ms
Impossible matrix: P00 0.3, P11 0.4
  lam -0.30; closest distance found 0.3000
Second trap times: 60, 40 ms
  any-filled, dt 1 ms: lam 0.7139, rate sum 337.0 1/s
  any-filled, dt 2 ms: lam 0.5258, rate sum 321.4 1/s
  any-filled, dt 10 ms: lam 0.1494, rate sum 190.1 1/s
  lam(1 ms) squared: 0.5096
Three-state cycle, time per step: 5.0 ms
  most negative lam: -0.01329 at 12.09 ms
  transitions for 3 sigma, rough: 50956
Switched bias, times: 2 and 18 ms
  filled after high, low bias: 0.8969, 0.1031
  lam per interval, high, low: 0.00387, 0.00387
  pooled lam: -0.6287
Oxide 4 nm, trap depth 1 nm, side 60 nm
Threshold step: 3.87 mV; noise 0.6 mV rms
  misread probability: 6.36e-04
  lam with misreads: 0.6575
  rate-sum bias: 0.64 %
Temperature 300 K, activation energy 0.6 eV
  rate change for 1 K: 8.0 %
  rate factor at 398 K: 303
  relaxation time at 398 K: 7.9 us
Gate drift 1 mV: time ratio shifts 0.97 %
Barrier 3.1 eV, mass 0.5 me, field 3 MV/cm
  gate/channel tunnel factor: 9.0e-10
```
